# Adsorption of an atom in slit, cylindrical and spherical pores: a numerical check

```python
"""
Atom in a pore: pairwise dispersion and the enhancement over a flat wall.

Result under test. The solid (number density n) fills all space outside the
pore. R = slit half-width or cylinder/sphere radius, k = displacement of the
atom from the centre divided by R, d = R(1-k) = gap to the nearest wall.
Dispersion energy relative to a flat wall at the same gap d:
  slit      1 + ((1-k)/(1+k))^3
  cylinder  ((7+k^2) E(k) - 4 (1-k^2) K(k)) / (1+k)^3
  sphere    8 / (1+k)^3
With the pair potential 4 eps ((sigma/r)^12 - (sigma/r)^6) the largest
well-depth ratios pore/flat are 2, pi sqrt(48/35), 16/sqrt(10).
Internal lengths are in units of R or sigma; energies in eps n sigma^3.
"""
import numpy as np
from scipy import constants
from scipy.optimize import brentq, minimize, minimize_scalar
from scipy.special import ellipe, ellipk

SHAPES = ("slit", "cylinder", "sphere")
pi = np.pi


def gauss(low, high, count):
    x, w = np.polynomial.legendre.leggauss(count)
    return 0.5 * (high - low) * x + 0.5 * (high + low), 0.5 * (high - low) * w


# ---- definition: volume integrals of r^-p in coordinates fixed to the pore
def volume_flat(gap, p):
    t, wt = gauss(0, 1, 60)
    u, wu = gauss(0, pi / 2, 60)
    z = (gap / t)[:, None]
    rho = z * np.tan(u)
    jacobian = (gap / t**2)[:, None] * z / np.cos(u)**2
    f = 2 * pi * rho * jacobian * (rho**2 + z**2)**(-p / 2)
    return wt @ f @ wu


def volume_pore(shape, k, p):
    if shape == "slit":
        return volume_flat(1 - k, p) + volume_flat(1 + k, p)
    t, wt = gauss(0, 1, 60)
    if shape == "sphere":
        mu, wm = gauss(-1, 1, 80)
        s = (1 / t)[:, None]
        f = 2 * pi * s**4 * (s**2 + k**2 - 2 * s * k * mu)**(-p / 2)
        return wt @ f @ wm
    u, wu = gauss(-pi / 2, pi / 2, 60)
    phi = 2 * pi * np.arange(96) / 96
    s = (1 / t)[:, None, None]
    z = s * np.tan(u)[None, :, None]
    r2 = s**2 + k**2 - 2 * s * k * np.cos(phi) + z**2
    f = s**4 / np.cos(u)[None, :, None]**2 * r2**(-p / 2)
    return np.einsum("i,j,ijk->", wt, wu, f) * 2 * pi / 96


# ---- ray formula: integral over directions of L^(3-p)/(p-3)
MU, WMU = gauss(-1, 1, 200)
PHI = 2 * pi * np.arange(400) / 400
POLAR = {6: 3 * pi / 8, 12: 63 * pi / 256}


def ray_pore(shape, k, p):
    q = p - 3
    if shape == "slit":
        return 2 * pi / (q * (p - 2)) * ((1 - k)**-q + (1 + k)**-q)
    if shape == "sphere":
        length = -k * MU + np.sqrt(1 - k**2 * (1 - MU**2))
        return 2 * pi / q * (WMU @ length**-q)
    length = -k * np.cos(PHI) + np.sqrt(1 - k**2 * np.sin(PHI)**2)
    return POLAR[p] / q * 2 * pi * np.mean(length**-q)


def dispersion_factor(shape, k):
    if shape == "slit":
        return 1 + ((1 - k) / (1 + k))**3
    if shape == "sphere":
        return 8 / (1 + k)**3
    m = k**2
    return ((7 + m) * ellipe(m) - 4 * (1 - m) * ellipk(m)) / (1 + k)**3


# Flat wall, both powers, from the volume integral
assert abs(volume_flat(1.0, 6) / (pi / 6) - 1) < 1e-9
assert abs(volume_flat(1.0, 12) / (pi / 45) - 1) < 1e-9

# Pores on and off centre: rays and closed forms against volume integrals
for shape in SHAPES:
    for k in (0.0, 0.3, 0.6):
        v6, v12 = volume_pore(shape, k, 6), volume_pore(shape, k, 12)
        assert abs(ray_pore(shape, k, 6) / v6 - 1) < 1e-7
        assert abs(ray_pore(shape, k, 12) / v12 - 1) < 1e-7
        ratio = v6 / volume_flat(1 - k, 6)
        assert abs(dispersion_factor(shape, k) / ratio - 1) < 1e-7

# Central enhancement of attraction and repulsion
attraction = {s: volume_pore(s, 0, 6) / volume_flat(1, 6) for s in SHAPES}
repulsion = {s: volume_pore(s, 0, 12) / volume_flat(1, 12) for s in SHAPES}
for s, att, rep in zip(SHAPES, (2, 1.5 * pi, 8), (2, 315 * pi / 128, 20)):
    assert abs(attraction[s] / att - 1) < 1e-8
    assert abs(repulsion[s] / rep - 1) < 1e-8

# Leading curvature corrections for a small gap (x ln x remainder allowed)
x = 1e-4
slope = {s: (dispersion_factor(s, 1 - x) - 1) / x for s in SHAPES[1:]}
assert abs(slope["cylinder"] - 0.75) < 5e-3
assert abs(slope["sphere"] - 1.5) < 5e-3
slit_cubic = (dispersion_factor("slit", 1 - 0.01) - 1) / 0.01**3
assert abs(slit_cubic - 0.125) < 3e-3


# ---- wells with repulsion, lengths in sigma, energies in eps n sigma^3
def flat_energy(d):
    return 4 * (pi / 45 / d**9 - pi / 6 / d**3)


def pore_energy(shape, R, k):
    return 4 * (ray_pore(shape, k, 12) / R**9 - ray_pore(shape, k, 6) / R**3)


flat = minimize_scalar(flat_energy, bounds=(0.6, 1.5), method="bounded",
                       options={"xatol": 1e-10})
flat_gap, flat_depth = flat.x, -flat.fun
assert abs(flat_gap - 0.4**(1 / 6)) < 1e-6
assert abs(flat_depth - 2 * np.sqrt(10) * pi / 9) < 1e-9


def search_energy(v, shape):
    R, k = v[0], abs(v[1])
    if R < 0.3 or k > 0.9:
        return 1e6
    return pore_energy(shape, R, k)


best = {}
predicted = (2, pi * np.sqrt(48 / 35), 16 / np.sqrt(10))
for shape, expected in zip(SHAPES, predicted):
    found = minimize(search_energy, (1.2, 0.3), args=(shape,),
                     method="Nelder-Mead",
                     options={"xatol": 1e-7, "fatol": 1e-12, "maxiter": 2000})
    size, offset = found.x[0], abs(found.x[1])
    enhancement = -found.fun / flat_depth
    A, B = volume_pore(shape, 0, 12), volume_pore(shape, 0, 6)
    assert offset < 1e-3
    assert abs(size - (3 * A / B)**(1 / 6)) < 1e-4
    assert abs(enhancement - expected) < 1e-6
    zero = brentq(lambda R: pore_energy(shape, R, 0), 0.5, size)
    assert abs(zero / size - 3**(-1 / 6)) < 1e-4
    best[shape] = (size, enhancement, zero)

# Cubic pore, atom at the centre: must bind less than the best sphere
c, wc = gauss(-1, 1, 50)
g = 1 + c[:, None]**2 + c[None, :]**2
cube_B = 6 / 3 * (wc @ g**-3.0 @ wc)
cube_A = 6 / 9 * (wc @ g**-6.0 @ wc)
cube = minimize_scalar(lambda h: 4 * (cube_A / h**9 - cube_B / h**3),
                       bounds=(0.6, 1.5), method="bounded")
cube_ratio = -cube.fun / flat_depth
assert 1 < cube_ratio < best["sphere"][1]

# ---- worked example with round model parameters
eps, sigma, density = 5.0, 0.3, 100.0       # meV, nm, nm^-3
unit = eps * density * sigma**3             # meV
to_kj = 1e-6 * constants.e * constants.N_A  # meV per atom -> kJ/mol


def equilibrium(shape, R):
    grid = np.linspace(0, 0.9, 91)
    k0 = grid[np.argmin([pore_energy(shape, R, k) for k in grid])]
    fit = minimize_scalar(lambda k: pore_energy(shape, R, k),
                          bounds=(max(0, k0 - 0.01), k0 + 0.01),
                          method="bounded", options={"xatol": 1e-8})
    return R * (1 - fit.x), -fit.fun / flat_depth


print(f"eps = {eps:.1f} meV, sigma = {sigma:.2f} nm, n = {density:.0f} nm^-3")
print(f"C6 = 4 eps sigma^6 = {4 * eps * sigma**6:.5f} meV nm^6")
print(f"energy unit eps n sigma^3 = {unit:.2f} meV")
print(f"flat wall: equilibrium gap = {flat_gap * sigma:.4f} nm")
print(f"flat wall: well depth = {flat_depth * unit:.2f} meV"
      f" = {flat_depth * unit * to_kj:.3f} kJ/mol")
print("dispersion factor at equal gap (slit, cylinder, sphere):")
for ratio in (0.1, 0.25, 0.5, 1.0):
    row = [dispersion_factor(s, 1 - ratio) for s in SHAPES]
    print(f"  d/R = {ratio:.2f}: " + ", ".join(f"{v:.4f}" for v in row))
print(f"slope in d/R at small gap: cylinder {slope['cylinder']:.3f},"
      f" sphere {slope['sphere']:.3f}")
print("central repulsion factor: "
      + ", ".join(f"{s} {repulsion[s]:.4f}" for s in SHAPES))

flat_att = 4 * pi / 6 / flat_gap**3 * unit
flat_rep = 4 * pi / 45 / flat_gap**9 * unit
print(f"flat wall at its minimum: attraction {-flat_att:.2f} meV,"
      f" repulsion {flat_rep:.2f} meV")
print("atom at centre, R = flat-wall equilibrium gap:")
for s in SHAPES:
    att, rep = attraction[s] * flat_att, repulsion[s] * flat_rep
    net = (att - rep) / (flat_depth * unit)
    print(f"  {s}: attraction {-att:.2f} meV, repulsion {rep:.2f} meV,"
          f" net ratio {net:.3f}")
print("best pore (atom at centre):")
for s in SHAPES:
    size, ratio, zero = best[s]
    depth = ratio * flat_depth * unit
    print(f"  {s}: R = {size * sigma:.4f} nm, ratio {ratio:.4f},"
          f" depth {depth:.2f} meV = {depth * to_kj:.3f} kJ/mol")
    print(f"  {s}: central energy zero at R = {zero * sigma:.4f} nm")
print(f"best cubic pore: half-edge {cube.x * sigma:.4f} nm,"
      f" ratio {cube_ratio:.4f}")
print("equilibrium in wider pores:")
for s in SHAPES:
    previous = best[s][1]
    for R_nm in (0.4, 0.6, 1.2):
        gap, ratio = equilibrium(s, R_nm / sigma)
        assert 1 < ratio < previous
        previous = ratio
        print(f"  {s}, R = {R_nm:.1f} nm: gap {gap * sigma:.4f} nm,"
              f" ratio {ratio:.4f}")
print("verified")
```

Running it gives:

```
eps = 5.0 meV, sigma = 0.30 nm, n = 100 nm^-3
C6 = 4 eps sigma^6 = 0.01458 meV nm^6
energy unit eps n sigma^3 = 13.50 meV
flat wall: equilibrium gap = 0.2575 nm
flat wall: well depth = 29.80 meV = 2.876 kJ/mol
dispersion factor at equal gap (slit, cylinder, sphere):
  d/R = 0.10: 1.0001, 1.0815, 1.1664
  d/R = 0.25: 1.0029, 1.2365, 1.4927
  d/R = 0.50: 1.0370, 1.6539, 2.3704
  d/R = 1.00: 2.0000, 4.7124, 8.0000
slope in d/R at small gap: cylinder 0.750, sphere 1.500
central repulsion factor: slit 2.0000, cylinder 7.7313, sphere 20.0000
flat wall at its minimum: attraction -44.71 meV, repulsion 14.90 meV
atom at centre, R = flat-wall equilibrium gap:
  slit: attraction -89.41 meV, repulsion 29.80 meV, net ratio 2.000
  cylinder: attraction -210.67 meV, repulsion 115.21 meV, net ratio 3.203
  sphere: attraction -357.65 meV, repulsion 298.04 meV, net ratio 2.000
best pore (atom at centre):
  slit: R = 0.2575 nm, ratio 2.0000, depth 59.61 meV = 5.751 kJ/mol
  slit: central energy zero at R = 0.2144 nm
  cylinder: R = 0.2797 nm, ratio 3.6791, depth 109.65 meV = 10.580 kJ/mol
  cylinder: central energy zero at R = 0.2329 nm
  sphere: R = 0.3000 nm, ratio 5.0596, depth 150.80 meV = 14.550 kJ/mol
  sphere: central energy zero at R = 0.2498 nm
best cubic pore: half-edge 0.2665 nm, ratio 4.3260
equilibrium in wider pores:
  slit, R = 0.4 nm: gap 0.2599 nm, ratio 1.1608
  slit, R = 0.6 nm: gap 0.2578 nm, ratio 1.0306
  slit, R = 1.2 nm: gap 0.2575 nm, ratio 1.0026
  cylinder, R = 0.4 nm: gap 0.2672 nm, ratio 2.2304
  cylinder, R = 0.6 nm: gap 0.2598 nm, ratio 1.5779
  cylinder, R = 1.2 nm: gap 0.2579 nm, ratio 1.2208
  sphere, R = 0.4 nm: gap 0.2775 nm, ratio 3.4003
  sphere, R = 0.6 nm: gap 0.2627 nm, ratio 2.1810
  sphere, R = 1.2 nm: gap 0.2585 nm, ratio 1.4550
verified
```
